# Effective Stressed Length of a Long Tapered Line Pair

Q: You have two metal lines with a dielectric between them, and their spacing widens slowly from one end to the other. The field is highest at the narrow end. I am told that one can replace this line pair by a shorter, uniform one held at the peak field. I doubt it. Every part of the line is under stress, so how can a single length stand for all of it?

A: It can if the survival probabilities agree at every time, and I take that as the definition. The effective length $L_{\rm eff}$ is the length of a uniform pair, held at the peak field $E_0$, that has the same probability of surviving to time $t$ as the tapered pair, for all $t$. Whether such a length exists has to be shown.

Let $x$ run from the narrow end, $0\le x\le L$, with

$$E(x)=E_0-gx,\qquad g>0 .$$

The voltage is constant in time and the same all along the line. I also assume that the end of the line adds no field concentration of its own.

Q: Then start with the statistics. What do you assume about breakdown of a uniform piece?

A: A uniform pair of reference length $L_0$ at field $E$ survives to time $t$ with probability $\exp[-(t/\tau(E))^b]$. This is a Weibull distribution with slope $b$. At $t=\tau$ the survival probability is $e^{-1}$, so $\tau$ is the time by which 63.2 % have failed.

I assume further that separate pieces fail independently and that the first failure ends the line. Cut the reference length into $n$ equal pieces, each with survival probability $S_n$. Then $S_n^{\,n}=\exp[-(t/\tau)^b]$, so $S_n=\exp[-(1/n)(t/\tau)^b]$. The exponent is proportional to length, and a piece of length $dx$ survives with probability

$$\exp\!\left[-\frac{dx}{L_0}\left(\frac{t}{\tau(E)}\right)^{b}\right].$$

The tapered line survives if all its pieces do. Multiplying the probabilities adds the exponents:

$$S(t)=e^{-H(t)},\qquad H(t)=\int_0^L\frac{dx}{L_0}\left(\frac{t}{\tau(E(x))}\right)^{b}.$$

Q: So far the field could have any shape. Where does the acceleration enter?

A: Through $\tau(E)$. For exponential field acceleration,

$$\tau(E)=\tau(E_0)\,e^{-\gamma(E-E_0)},\qquad \gamma>0 .$$

Along the taper $E-E_0=-gx$, so the two minus signs cancel and the local life grows away from the narrow end:

$$\tau(E(x))=\tau(E_0)\,e^{+\gamma gx}.$$

The life stands in the denominator and is raised to the power $b$. Hence

$$\left(\frac{t}{\tau(E(x))}\right)^b=\left(\frac{t}{\tau(E_0)}\right)^b e^{-b\gamma gx}.$$

If $b$ is the same at all fields, the time factor does not depend on $x$ and leaves the integral:

$$H(t)=\frac{1}{L_0}\left(\frac{t}{\tau(E_0)}\right)^b\int_0^L e^{-b\gamma gx}\,dx .$$

A uniform pair of length $L_{\rm eff}$ at $E_0$ has $H=(L_{\rm eff}/L_0)(t/\tau(E_0))^b$. Equating the two for every $t$ gives

$$L_{\rm eff}=\int_0^L e^{-b\gamma gx}\,dx=\frac{1-e^{-q}}{b\gamma g},\qquad q=b\gamma gL .$$

For $q\gg1$ this becomes $L_{\rm eff}\simeq 1/(b\gamma g)$. The relative shortfall from that limit is $e^{-q}$. A line is therefore "long" when $L\gg1/(b\gamma g)$, whatever its length in millimetres.

Q: I would have guessed $1/(\gamma g)$. That is the distance over which the local life changes by a factor $e$. Why should the scatter of lifetimes matter?

A: Because what adds along the line is the exponent $H$, not the life. Over a distance $1/(\gamma g)$ the life rises by $e$, but the contribution to $H$ at a given time falls by $e^b$. With a large $b$ the lifetimes scatter little, and a piece with a slightly longer life rarely fails first. With a small $b$ the scatter lets more distant pieces compete. In terms of field, the drop across one effective length of a long line is $g/(b\gamma g)=1/(b\gamma)$, which does not depend on the taper.

Q: Put numbers in. I want to see whether the difference is worth the trouble.

A: Take 20 V across a spacing of 40 nm that opens by 10 nm over a line of 1 mm. The peak field is $20\ {\rm V}/40\ {\rm nm}=0.5$ V/nm, or 5 MV/cm. The relative opening is $10/40=0.25$ per mm, so the initial gradient is $g=5\times0.25=1.25$ MV/cm per mm. With $b=1.5$ and $\gamma=4$ cm/MV,

$$b\gamma g=1.5\times4\times1.25=7.5\ {\rm mm}^{-1},\qquad q=7.5 .$$

The long-line limit is $1/7.5$ mm, or 133 µm. The finite line falls short of it by only 0.055 %.

Choose a life $\tau(E_0)=1000$ s for a reference length of 1 mm. The tapered line reaches $H=1$ at

$$t_{63}=\tau(E_0)\left(\frac{L_0}{L_{\rm eff}}\right)^{1/b}
=1000\left(\frac{1000}{133.26}\right)^{1/1.5}\ {\rm s}\approx3830\ {\rm s}.$$

Treating the whole millimetre as if it were at peak field gives 1000 s, too short by a factor of 3.8. Using the mean linear field, 4.375 MV/cm, gives $1000\,e^{4\times0.625}\approx12\,200$ s, too long by a factor of 3.2. The mean field fails because $H$ averages an exponential of the field, which weights the narrow end.

Q: The integral looks persuasive, but does a population of such lines really behave like that? And do the failures sit where you say?

A: The location follows from the same separation of factors. The probability density for the first failure to occur at time $t$ and position $x$ is the survival probability times the local failure rate:

$$S(t)\,\frac{\partial}{\partial t}\left[\frac{1}{L_0}\left(\frac{t}{\tau(E(x))}\right)^b\right]
=S(t)\,\frac{b}{tL_0}\left(\frac{t}{\tau(E_0)}\right)^b e^{-b\gamma gx}.$$

It is a function of $t$ times a function of $x$. Failure time and failure site are therefore independent in this model, and the site density is proportional to $e^{-b\gamma gx}$. The fraction of failures within $1/(b\gamma g)$ of the narrow end is

$$\frac{\int_0^{1/(b\gamma g)}e^{-b\gamma gx}dx}{\int_0^L e^{-b\gamma gx}dx}
=\frac{1-e^{-1}}{1-e^{-q}},$$

which is 63.2 % here. The other 37 % lie farther out, so $L_{\rm eff}$ is not a boundary beyond which the line is safe.

A random simulation of 20,000 lines, each made of 500 independent segments of 2 µm, gave a 63.2 % life of 3813 s, within 0.6 % of the formula. The Weibull slope was 1.495 against the input 1.5, and 63.2 % of failures lay within 133 µm. The mean failure site was 131.8 µm for the earlier half of the failures and 133.5 µm for the later half. An exponential distribution of sites has a standard deviation near 133 µm, so each mean of 10,000 sites has a standard error of about 1.3 µm. The difference of 1.7 µm is within the scatter expected for two such means.

Q: Suppose I measure this line at several voltages. The effective length is then just a constant factor in the life, and I recover $\gamma$ from the slope, don't I?

A: Not quite. At fixed geometry the gradient is proportional to the voltage, hence to $E_0$. The effective length changes with the very quantity you vary. Write

$$\ln t_{63}={\rm const}-\gamma E_0-\frac1b\ln L_{\rm eff},\qquad
L_{\rm eff}=L\,\frac{1-e^{-q}}{q},\qquad q\propto E_0 .$$

The logarithmic derivative of the length is

$$\frac{d\ln L_{\rm eff}}{d\ln q}=\frac{q\,e^{-q}}{1-e^{-q}}-1=\frac{q}{e^q-1}-1 .$$

Since $d\ln q/dE_0=1/E_0$, the apparent acceleration is

$$\gamma_{\rm app}\equiv-\frac{d\ln t_{63}}{dE_0}
=\gamma-\frac{1}{bE_0}\left[1-\frac{q}{e^q-1}\right].$$

Raising the voltage shortens the local life but also concentrates the failures on a shorter stretch, and the second effect offsets part of the first. Here $1/(bE_0)=0.133$ cm/MV, and the formula gives $\gamma_{\rm app}=3.867$ cm/MV instead of 4. A finite difference of line lives at peak fields of 4.99 and 5.01 MV/cm, with $H$ integrated numerically, gives the same value.

Q: That is a correction of 3 %. I could live with it.

A: Near the test voltage, perhaps. Now lower the voltage to 2 V with the geometry, $b$ and $\gamma$ unchanged. The peak field is 0.5 MV/cm and $q$ falls to 0.75. The long-line expression gives 1333 µm, longer than the line itself, so it no longer applies. The finite formula gives 703 µm.

For small $q$, the expansion $1-e^{-q}=q-q^2/2+\dots$ gives $L_{\rm eff}\simeq L(1-q/2)$. The whole line then counts, as it must when the field differences are too small to matter.

If you carried the 133 µm from 20 V down to 2 V, you would overestimate the line life by

$$\left(\frac{703.5}{133.26}\right)^{1/1.5}\approx3.0 .$$

This ratio compares two lengths at the same low voltage with the same $\tau(E_0)$, so the value of $\tau$ cancels. The ratio still rests on the exponential law, because it takes $\gamma$ to be the same at 0.5 MV/cm as at 5 MV/cm. If instead you extrapolate the line life with the measured slope $\gamma_{\rm app}=3.867$ cm/MV over the 4.5 MV/cm, part of the error is absorbed, and the overestimate is $3.03\,e^{-0.133\times4.5}\approx1.7$.

Q: Here is a more basic objection. You drew a straight taper, but then the field is voltage over spacing, and that is not linear in $x$.

A: True. The linear field is the tangent at the narrow end. With $s(x)=s_0+\theta x$ and $E=V/s$, its gradient is

$$g=-\left.\frac{dE}{dx}\right|_0=\frac{V\theta}{s_0^2}=\frac{E_0\theta}{s_0}.$$

At the far end the tangent gives 3.75 MV/cm, while $V/s$ gives 4.00 MV/cm. The true field falls more slowly, so the effective length must be larger.

To find by how much, set $w=1-s_0/s$. Then $E_0-E=E_0w$. From $s=s_0/(1-w)$ we have $\theta\,dx=ds=s_0\,dw/(1-w)^2$. With $B=b\gamma E_0$,

$$L_{\rm eff}=\frac{s_0}{\theta}\int_0^{w_L}\frac{e^{-Bw}}{(1-w)^2}\,dw,\qquad w_L=1-\frac{s_0}{s(L)} .$$

For large $B$ the integrand is concentrated at small $w$. Expand $(1-w)^{-2}=1+2w+3w^2+\dots$, neglect the far end, and use $\int_0^\infty w^ne^{-Bw}dw=n!/B^{n+1}$. Since $s_0/\theta=E_0/g=B/(b\gamma g)$,

$$L_{\rm eff}\simeq\frac{1}{b\gamma g}\left(1+\frac2B+\frac6{B^2}+\dots\right).$$

The coefficients grow factorially, so this is an asymptotic series, to be cut off while its terms still decrease. Here $B=30$. The first correction is 6.7 % and the second 0.7 %, while stopping at $w_L=0.2$ removes roughly $e^{-6}/0.8^2\approx0.4$ %. Direct integration gives 143 µm, which is 7.1 % above the linear-field result.

Q: What if the narrowest point is in the middle of the line?

A: Add the two sides. If the field falls linearly with gradients $g_1$ and $g_2$, and both sides are long, then

$$L_{\rm eff}=\frac{1}{b\gamma}\left(\frac1{g_1}+\frac1{g_2}\right),$$

which is twice the one-sided value for equal gradients. If the minimum spacing is rounded, there is no linear term. If $E=E_0-cx^2/2$ holds on both sides until the field has dropped by several times $1/(b\gamma)$,

$$L_{\rm eff}=\int_{-\infty}^{\infty}e^{-b\gamma cx^2/2}dx=\sqrt{\frac{2\pi}{b\gamma c}} .$$

The dependence on $b\gamma$ is then an inverse square root, because the field drop $1/(b\gamma)$ is reached at a distance proportional to its square root. A rounding much shorter than $1/(b\gamma g)$ does not meet this condition and leaves the two-sided linear result nearly unchanged.

Q: You rely on an exponential acceleration law. People also use other laws.

A: For the effective length, what matters is the law over a field drop of order $1/(b\gamma)$ below the peak. Match another law to the same local $\gamma$ at $E_0$ and keep the linear field. A power law $\tau\propto E^{-n}$ needs $n=\gamma E_0$. With $v=gx/E_0$ the integrand is $(1-v)^B$, and its integral for a long line is $1/(B+1)$ instead of $1/B$. That lowers $L_{\rm eff}$ by 3.2 %. If $\ln\tau$ is linear in $\sqrt E$, the change is $-1.6$ %, and if it is linear in $1/E$, it is $-6.0$ %.

This insensitivity does not carry over to extrapolation in voltage. Put $y=E/E_0$. From $E_0$ down to $E$, the exponential law raises $\ln\tau$ by $\gamma E_0(1-y)$, and the matched square-root law by $2\gamma E_0(1-\sqrt y)$. The difference, $\gamma E_0(1-\sqrt y)^2$, is small near the peak but can become large far below it. The voltage dependence of $L_{\rm eff}$ also changes with the law. For the power law the integrand $(1-v)^{bn}$ does not depend on voltage, so $L_{\rm eff}$ is fixed by geometry, $\gamma_{\rm app}$ equals the local $\gamma$, and the factor 3.0 found at 2 V becomes 1. For the square-root law that factor is 2.0 and $\gamma_{\rm app}=3.93$ cm/MV.

Q: You also need one Weibull slope for all fields. In a taper, field and thickness change together. Suppose $b$ is proportional to the spacing.

A: Then no single length serves for all times. Keep the linear field and the same $\tau(E)$ for the reference length, and let $b(x)=b(1+v)$, where $v=\theta x/s_0=gx/E_0$. Let $\ell=\ln[t/\tau(E_0)]$. Relative to a uniform pair at $E_0$ with slope $b$, the integrand has the exponent

$$b(1+v)(\ell-\gamma E_0v)-b\ell
=-B\left[\left(1-\frac{\ell}{\gamma E_0}\right)v+v^2\right].$$

At early times $\ell$ is negative, so the decay is steeper and the effective length shorter. The constant-slope model reaches 100 ppm failures at 8.3 s, where $\ell=-4.8$ and the coefficient of $v$ is 1.24. The integral at this time is 22 % below the constant-slope length. The failed fraction there is lower by the same 22 %, because it is nearly equal to $H$ when $H$ is small.

At the 63.2 % life, $\ell=1.34$ and the coefficient is 0.93, which lengthens the stretch. The $v^2$ term shortens it, and the two nearly cancel: the net change is $+0.4$ %. Agreement at the 63.2 % life would therefore not establish the formula at the early failures. Both numbers depend on the reference length for which $\tau(E)$ is taken to be exponential, because that length fixes $\ell$. With the constant-slope line life held fixed, $L_0=1$ µm gives $-34$ % at 100 ppm and $-18$ % at the 63.2 % life, and $L_0=1$ m gives $-6$ % and $+28$ %. The near cancellation is particular to $L_0=1$ mm.

Q: Real lines have rough edges. Doesn't one narrow spot spoil your smooth taper?

A: It does if a few rare spots dominate. Consider instead Gaussian spacing variations with standard deviation $\sigma=1$ nm and a correlation length far below 133 µm, so that many independent variations are averaged within one effective length, but far above the 40 nm spacing, so that the local field is still voltage over local spacing. To leading order, a variation $\delta$ changes the exponent by $-B\delta/s_0$, and averaging multiplies the hazard by

$$\exp\!\left[\frac12\left(\frac{B\sigma}{s_0}\right)^2\right]=e^{0.28}\approx1.32 .$$

Averaging with the full $V/s$ field at the narrow spacing gives 1.37, provided the Gaussian tail is cut off somewhere between $5\sigma$ and $30\sigma$; without a cutoff the average diverges as the spacing approaches zero. For a uniform pair of that spacing, this multiplies the life at a given failed fraction by $1.37^{-1/1.5}\approx0.81$.

Most of this factor is common to the tapered pair and a uniform pair with the same roughness. Comparing those two, the effective length is 3.9 % shorter than for smooth edges with the $V/s$ field. Roughness thus changes the life more than it changes the effective length. These numbers do not apply to roughness on the scale of the spacing. To first order, a ripple of amplitude $\delta$ and wavenumber $k$ on one wall changes the field at that wall by the fraction $\delta\,k\coth(ks_0)$, which reduces to $\delta/s_0$ only for $ks_0\ll1$. If the wall field governs, roughness on one wall with correlation $e^{-x^2/\xi^2}$ and $\xi=20$ nm gives, to first order, a hazard factor near 11 and an effective length 14 % shorter; higher orders in the roughness raise these to about 12 and 16 %.

Q: And what about the conductor edges? The highest field need not equal voltage over spacing.

A: That is the largest correction I can size here. Outside a right-angle conductor edge, the potential can be written as $r^{2/3}\sin(2\phi/3)$, with $r$ the distance from the edge. It satisfies Laplace's equation and vanishes on both faces, $\phi=0$ and $\phi=3\pi/2$. The field varies as $r^{-1/3}$. If the spacing is the one length that sets the outer field, matching to $V/s$ at $r\sim s$ gives

$$E_{\rm edge}\sim\frac Vs\left(\frac sr\right)^{1/3}=V\,s^{-2/3}\,r^{-1/3}.$$

At a fixed small edge radius, the field that governs breakdown varies as $s^{-2/3}$ rather than $s^{-1}$. Let $\gamma$ still be the acceleration measured against nominal $V/s$ at the narrow spacing. The relative gradient is then 2/3 of its former value, and the effective length rises by a factor 3/2 to leading order. With the curvature and the finite line included, it is 214 µm, 60 % above the linear model. This is the case of an edge radius far below the spacing and a line height at least about equal to the spacing, not an estimate for a particular profile. For wide lines much thinner than the spacing, the exponent tends to 1/2 and the leading factor to 2.

Q: Then how should I read the 133 µm if I have an actual interconnect in mind?

A: As a model value for conditions like an accelerated test. The field of 5 MV/cm, the slope 1.5 and the acceleration 4 cm/MV are round values chosen to resemble accelerated tests of dielectrics between copper lines; they are not fitted to any material or temperature. The steady opening of 10 nm over 1 mm is a chosen geometry, not a typical process variation. Real lines can break the assumption that the nominal field governs failure: in the sharp-edge limit, this moves the 143 µm found with the $V/s$ field to 214 µm. They can also have a slope that depends on spacing, which in the case above, with its 1 mm reference length, shortens the length by 22 % at 100 ppm. I would therefore quote "somewhat over a tenth of a millimetre" for the model and determine the dependence of life on spacing before using it for a product. The numerical output below gives the separate contributions.

Q: Is there an observation that could prove you wrong?

A: Yes: the failure sites. For a long line under these assumptions, their density falls from the narrow end, exponentially with decay length $1/(b\gamma g)$ for the linear field. With the $V/s$ field the mean site moves from 133 µm to 151 µm, and in the sharp-edge case to 216 µm. At fixed geometry this length is inversely proportional to voltage for the exponential law, varies roughly as the inverse square root of voltage for the square-root law, is independent of voltage for a power law, and grows roughly in proportion to voltage for the $1/E$ law. These scalings need the line to be long at every voltage used: in the sharp-edge case the 1 mm line is not, and between 14 and 20 V its mean site varies only as about $V^{-0.7}$ for the exponential law. Early and late failures share the same distribution. If the early failures crowd closer to the narrow end, a slope that rises with spacing is one possible cause. If the decay length is right but the life is too short, roughness shared by the whole line, with a correlation length far above the spacing, is a candidate. For choosing the acceleration law itself, the sites are not always the sharper tool: in this example, lives measured at three or more voltages between 14 and 20 V separate the laws more strongly per sample than the sites do. With only two voltages and $\gamma$ and $\tau$ fitted, every law matches the lives, and only the sites separate the laws.

## Computed values

```
Voltage: 20.0 V
Narrow-end spacing: 40.0 nm
Spacing increase: 10.0 nm per mm
Line length L: 1000 um
Reference length L0: 1000 um
Weibull slope b: 1.50
Field acceleration gamma: 4.00 cm/MV
Reference life at peak field: 1000 s
Peak field E0: 5.000 MV/cm
Field gradient g: 1.250 MV/cm per mm
Far-end field, linear: 3.750 MV/cm
Far-end field, V/s: 4.000 MV/cm
q = b gamma g L: 7.500
B = b gamma E0: 30.00
Long-line limit 1/(b gamma g): 133.33 um
L_eff, finite line: 133.26 um
Shortfall exp(-q): 0.055 %
Line 63.2 % life: 3833 s
Life if all at peak field: 1000 s
Mean linear field: 4.375 MV/cm
Life if all at mean field: 12182 s
Simulated lines: 20000
Simulated 63.2 % life: 3813 s
Simulated Weibull slope: 1.495
Fraction within 1/(b gamma g), formula: 0.6325
Fraction within 1/(b gamma g), simulated: 0.6320
Mean site, early half: 131.8 um
Mean site, late half: 133.5 um
Apparent gamma, formula: 3.8672 cm/MV
Apparent gamma, numerical: 3.8672 cm/MV
L_eff with field V/s: 142.69 um
Change from V/s field: +7.08 %
Leading correction 2/B: +6.67 %
Change, square-root-field law: -1.64 %
Change, power law in field: -3.19 %
Time to 100 ppm failures: 8.26 s
Change, b ~ spacing, at 63.2 % life: +0.44 %
Change, b ~ spacing, at 100 ppm: -22.42 %
Spacing roughness sigma: 1.0 nm
Hazard factor from roughness: 1.367
Life factor from roughness: 0.812
L_eff change, rough vs smooth V/s: -3.88 %
L_eff, sharp-edge bound: 213.9 um
Change, sharp edge vs linear model: +60.5 %
Low voltage: 2.0 V
Low-voltage peak field: 0.500 MV/cm
Low-voltage q: 0.750
Low-voltage 1/(b gamma g): 1333 um
Low-voltage L_eff, linear field: 703.5 um
Low-voltage L_eff, V/s field: 735.4 um
Life overestimate if L_eff kept fixed: 3.03 times
```
